# Directional limits of an insulator's dielectric matrix at long wavelength, part 1

(Sections cited here and not found follow in the second part.)

Take a model insulator with an orthorhombic cell of $3.0\times3.5\times4.0$ Å and two electrons per cell, and probe it with a static wave of wave vector $\mathbf q$ along $(1,2,2)/3$. At $q=0.004$ Å$^{-1}$ the Coulomb kernel $4\pi e^2/q^2$ is $1.13095\times10^{7}$ eV Å$^3$ and the independent-electron response $\chi_{00}$ is $-7.91168\times10^{-8}$ eV$^{-1}$ Å$^{-3}$. At $q=0.002$ Å$^{-1}$ they are $4.52378\times10^{7}$ and $-1.97793\times10^{-8}$. The kernel has grown fourfold, the response has shrunk fourfold, and $\varepsilon_{00}=1-v\chi_{00}$ is $1.8948$ both times. The value reached depends on the direction of approach: at $q=0.002$ Å$^{-1}$ it is $1.6304$ along $x$, $1.7598$ along $y$ and $2.1595$ along $z$. The dielectric matrix therefore has a finite limit along every ray into $\mathbf q=0$, but no value at that point.

## Setting and conventions

Atomic units are used in all algebra. The crystal is three-dimensional, with cell volume $\Omega$ and reciprocal lattice vectors $\mathbf G$. The electrons are independent and spin-unpolarized and move in a real, local, periodic potential $V$. Bloch states are $e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$ with $u$ periodic and normalized over the cell, and

$$H(\mathbf k)u_{n\mathbf k}=\epsilon_{n\mathbf k}u_{n\mathbf k},\qquad H(\mathbf k)=\tfrac12(\mathbf k-i\nabla)^2+V .$$

$H(\mathbf k)$ is represented in a finite set of plane waves $e^{i\mathbf G\cdot\mathbf r}$ that does not depend on $\mathbf k$ and contains $-\mathbf G$ with every $\mathbf G$; the set may be arbitrarily large. The zone integral is represented by $N^{-1}\sum_{\mathbf k}$ over a mesh that contains $-\mathbf k$ with every $\mathbf k$. The mesh is a quadrature rule, so $\mathbf q$ is a free continuous variable. The two momenta joined by $\mathbf q$ are written $\mathbf k_\pm=\mathbf k\pm\mathbf q/2$, which in the zone integral is a shift of the integration variable. The pair densities are

$$\rho_{nm\mathbf k}(\mathbf G)=\langle n\mathbf k_-|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|m\mathbf k_+\rangle=\int_{\rm cell}u^*_{n\mathbf k_-}\,e^{-i\mathbf G\cdot\mathbf r}\,u_{m\mathbf k_+}\,d^3r ,$$

where the Bloch phases cancel because $\mathbf k_+-\mathbf k_--\mathbf q=0$. With $\chi$ the independent-electron density response at imaginary frequency $i\omega$ and $v_{\mathbf G}=4\pi/|\mathbf q+\mathbf G|^2$, the symmetrized dielectric matrix is

$$\varepsilon_{\mathbf G\mathbf G'}=\delta_{\mathbf G\mathbf G'}-\frac{4\pi\,\chi_{\mathbf G\mathbf G'}}{|\mathbf q+\mathbf G|\,|\mathbf q+\mathbf G'|},\qquad \varepsilon=1-v^{1/2}\chi v^{1/2},$$

kept on a finite, inversion-symmetric set of $\mathbf G$. The element $\varepsilon_{00}$ is the head, the elements $\varepsilon_{0\mathbf G}$ and $\varepsilon_{\mathbf G0}$ with $\mathbf G\ne0$ are the wings, and the rest is the body.

The random-phase correlation energy per cell is defined by the adiabatic-connection expression $E_c=-N_q^{-1}\sum_{\mathbf q}\int_0^\infty\frac{d\omega}{2\pi}\int_0^1d\lambda\,\mathrm{Tr}[v(\chi_\lambda-\chi)]$ with $\chi_\lambda=\chi(1-\lambda v\chi)^{-1}$. Let $x$ be an eigenvalue of $v\chi$, which shares its eigenvalues with $v^{1/2}\chi v^{1/2}=1-\varepsilon$ because the two matrices are similar. Then $-\int_0^1[x/(1-\lambda x)-x]\,d\lambda=\ln(1-x)+x$, and summing over eigenvalues gives

$$E_c=\frac1{N_q}\sum_{\mathbf q}\int_0^\infty\frac{d\omega}{2\pi}F(\mathbf q,\omega),\qquad F=\ln\det\varepsilon+\mathrm{Tr}(1-\varepsilon).$$

## The theorem

Assume, in addition, an insulator: a set of bands $v$ is full at every $\mathbf k$, all other bands $c$ are empty, and a gap separates the two sets. Evaluate at $\mathbf q=0$ the quantities $\Delta=\epsilon_{c\mathbf k}-\epsilon_{v\mathbf k}>0$, $\mathbf p_{vc}=\langle u_{v\mathbf k}|\mathbf k-i\nabla|u_{c\mathbf k}\rangle$ and $\rho_{vc}(\mathbf G)$, put $C=16\pi/(\Omega N)$, let $\sum$ run over $\mathbf k,v,c$, and define for $\mathbf G,\mathbf G'\neq0$

$$A_{ab}=\delta_{ab}+C\sum\frac{\mathrm{Re}\,(p^a_{vc}p^{b*}_{vc})}{\Delta(\Delta^2+\omega^2)},\qquad \mathbf w_{\mathbf G}=\frac{C}{|\mathbf G|}\sum\frac{\mathbf p_{vc}\,\rho^*_{vc}(\mathbf G)}{\Delta^2+\omega^2},$$

$$B_{\mathbf G\mathbf G'}=\delta_{\mathbf G\mathbf G'}+\frac{C}{|\mathbf G||\mathbf G'|}\sum\frac{\Delta\,\rho_{vc}(\mathbf G)\rho^*_{vc}(\mathbf G')}{\Delta^2+\omega^2},\qquad M_{ab}=A_{ab}-\sum_{\mathbf G\mathbf G'}w^a_{\mathbf G}(B^{-1})_{\mathbf G\mathbf G'}w^{b*}_{\mathbf G'} .$$

**Theorem.** For $\mathbf q=q\hat{\mathbf q}$, $q\to0^+$, and every $\omega\ge0$:

(i) $\varepsilon_{00}=\hat{\mathbf q}\cdot A\hat{\mathbf q}+O(q^2)$;

(ii) $\varepsilon_{0\mathbf G}=\varepsilon_{\mathbf G0}^*=\hat{\mathbf q}\cdot\mathbf w_{\mathbf G}+O(q)$, with $\mathbf w_{-\mathbf G}=-\mathbf w_{\mathbf G}^*$, and the body is $B+O(q)$;

(iii) $1/[\varepsilon^{-1}]_{00}=\hat{\mathbf q}\cdot M\hat{\mathbf q}+O(q^2)$, where $M$ is real and symmetric and $1\le M\le A$;

(iv) $F=\ln\det B+\mathrm{Tr}(1-B)+\ln(\hat{\mathbf q}\cdot M\hat{\mathbf q})+1-\hat{\mathbf q}\cdot A\hat{\mathbf q}+O(q^2)$.

Each state enters $A$, $\mathbf w$ and $B$ once as a bra and once as a ket, so the arbitrary phases of the $u$ drop out.

## Lemmas

**Lemma 1 (response function).**
$$\chi_{\mathbf G\mathbf G'}=\frac{2}{\Omega N}\sum_{\mathbf k nm}\frac{f_{n\mathbf k_-}-f_{m\mathbf k_+}}{i\omega+\epsilon_{n\mathbf k_-}-\epsilon_{m\mathbf k_+}}\,\rho_{nm\mathbf k}(\mathbf G)\rho^*_{nm\mathbf k}(\mathbf G').$$

*Proof.* Apply $\delta V=\eta\,e^{i(\mathbf q+\mathbf G')\cdot\mathbf r}e^{-izt}$ with $z=i\omega$, a perturbation that grows as $e^{\omega t}$ from zero. The one-particle density matrix obeys $i\dot\gamma=[H,\gamma]$, with $\gamma_0$ diagonal and equal to the occupations $f$. The perturbation connects $|n\mathbf k_-\rangle$ to $|m\mathbf k_+\rangle$ with matrix element $\delta V_{mn}=\eta\,\rho^*_{nm\mathbf k}(\mathbf G')e^{-izt}$. At first order, $i\dot{\delta\gamma}=[H_0,\delta\gamma]+[\delta V,\gamma_0]$ has the $mn$ element $z\,\delta\gamma_{mn}=(\epsilon_m-\epsilon_n)\delta\gamma_{mn}+\delta V_{mn}(f_n-f_m)$, so $\delta\gamma_{mn}=(f_n-f_m)\delta V_{mn}/(z+\epsilon_n-\epsilon_m)$. The Fourier component of the density is $\delta n(\mathbf q+\mathbf G)=(\Omega N)^{-1}\mathrm{Tr}[\delta\gamma\,e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}]=(\Omega N)^{-1}\,2\sum\delta\gamma_{mn}\rho_{nm\mathbf k}(\mathbf G)$, the 2 counting spin. Division by $\eta e^{-izt}$ gives the statement. $\square$

**Lemma 2 (time reversal).** With $\Delta_{nm}=\epsilon_{m\mathbf k_+}-\epsilon_{n\mathbf k_-}$ and occupations even in $\mathbf k$,
$$\chi_{\mathbf G\mathbf G'}=-\frac{2}{\Omega N}\sum_{\mathbf k nm}(f_{n\mathbf k_-}-f_{m\mathbf k_+})\frac{\Delta_{nm}}{\Delta_{nm}^2+\omega^2}\,\rho_{nm\mathbf k}(\mathbf G)\rho^*_{nm\mathbf k}(\mathbf G').$$
For the insulator this is
$$\chi_{\mathbf G\mathbf G'}=-\frac{4}{\Omega N}\sum_{\mathbf kvc}\frac{\Delta_{vc}}{\Delta_{vc}^2+\omega^2}\,\rho_{vc\mathbf k}(\mathbf G)\rho^*_{vc\mathbf k}(\mathbf G').$$
Moreover $\varepsilon$ is Hermitian, $\varepsilon\ge1$, and $\varepsilon_{\mathbf G\mathbf G'}(-\mathbf q)=\varepsilon_{-\mathbf G,-\mathbf G'}(\mathbf q)^*$.

*Proof.* Complex conjugation turns $(\mathbf k-i\nabla)^2$ into $(\mathbf k+i\nabla)^2=(-\mathbf k-i\nabla)^2$ and leaves the real $V$ alone, so $H(\mathbf k)^*=H(-\mathbf k)$. One may choose $u_{n,-\mathbf k}=u^*_{n\mathbf k}$, and $\epsilon_{n,-\mathbf k}=\epsilon_{n\mathbf k}$. Since $(-\mathbf k)_-=-\mathbf k_+$ and $(-\mathbf k)_+=-\mathbf k_-$,
$$\rho_{mn,-\mathbf k}(\mathbf G)=\int u^*_{m,-\mathbf k_+}e^{-i\mathbf G\cdot\mathbf r}u_{n,-\mathbf k_-}=\int u_{m\mathbf k_+}e^{-i\mathbf G\cdot\mathbf r}u^*_{n\mathbf k_-}=\rho_{nm\mathbf k}(\mathbf G).$$
The term $(m,n,-\mathbf k)$ of Lemma 1 thus carries the same product of pair densities as the term $(n,m,\mathbf k)$, with occupation factor $f_m-f_n$ and denominator $i\omega+\Delta_{nm}$ in place of $f_n-f_m$ and $i\omega-\Delta_{nm}$. The mesh contains both terms, so every term may be replaced by the mean of the two:
$$\frac12\Big[\frac{1}{i\omega-\Delta}-\frac1{i\omega+\Delta}\Big]=\frac12\,\frac{2\Delta}{(i\omega)^2-\Delta^2}=-\frac{\Delta}{\Delta^2+\omega^2}.$$
This is the first formula. In the insulator $f_n-f_m$ vanishes for $vv'$ and $cc'$ pairs. A $cv$ term has $f_n-f_m=-1$ and a negative $\Delta_{nm}$, and equals its $vc$ partner at $-\mathbf k$, which doubles the $vc$ sum.

For any vector $x$, $x^\dagger(\varepsilon-1)x$ is a sum of $|\sum_{\mathbf G}x^*_{\mathbf G}v^{1/2}_{\mathbf G}\rho(\mathbf G)|^2$ with real weights proportional to $(f_n-f_m)\Delta_{nm}$, which are nonnegative when lower states are at least as occupied as higher ones. Real weights make $\varepsilon$ Hermitian, and nonnegative weights give $\varepsilon\ge1$.

Reversing $\mathbf q$ swaps $\mathbf k_+$ and $\mathbf k_-$, so $\rho_{nm\mathbf k}(\mathbf G;-\mathbf q)=\langle u_{n\mathbf k_+}|e^{-i\mathbf G\cdot\mathbf r}|u_{m\mathbf k_-}\rangle=\rho_{mn\mathbf k}(-\mathbf G;\mathbf q)^*$. The weight $(f_n-f_m)\Delta_{nm}$ at $-\mathbf q$ equals that of the pair $mn$ at $\mathbf q$, because both factors change sign. Hence $\chi_{\mathbf G\mathbf G'}(-\mathbf q)=\chi_{-\mathbf G,-\mathbf G'}(\mathbf q)^*$, and $|-\mathbf q+\mathbf G|=|\mathbf q-\mathbf G|$ carries this over to $\varepsilon$. $\square$

**Lemma 3 (the $\mathbf k\cdot\mathbf p$ identity).** For every $\mathbf q$,
$$\Delta_{nm}\,\rho_{nm\mathbf k}(0)=\mathbf q\cdot\mathbf p_{nm}(\mathbf q),\qquad \mathbf p_{nm}(\mathbf q)=\langle u_{n\mathbf k_-}|\mathbf k-i\nabla|u_{m\mathbf k_+}\rangle .$$

*Proof.* Expanding the square gives $H(\mathbf k_\pm)=H(\mathbf k)\pm\tfrac12\mathbf q\cdot(\mathbf k-i\nabla)+q^2/8$, so $H(\mathbf k_+)-H(\mathbf k_-)=\mathbf q\cdot(\mathbf k-i\nabla)$ with no remainder. This also holds in the fixed plane-wave set, where $\mathbf k-i\nabla$ is diagonal. Take the matrix element between $\langle u_{n\mathbf k_-}|$ and $|u_{m\mathbf k_+}\rangle$, let $H(\mathbf k_+)$ act to the right and $H(\mathbf k_-)$ to the left, and use $\rho_{nm\mathbf k}(0)=\langle u_{n\mathbf k_-}|u_{m\mathbf k_+}\rangle$. $\square$

Across a gap the identity can be divided by $\Delta_{vc}$, and it shows that $\rho_{vc}(0)$ carries a factor $q$. At leading order this is first-order $\mathbf k\cdot\mathbf p$ perturbation theory, $\rho_{vc}(0)\approx\mathbf q\cdot\mathbf p_{vc}/\Delta$. The physical content is orthogonality: a uniform potential shifts all levels equally and cannot move an electron across the gap, and only its gradient, the electric field, can.

**Lemma 4 (analyticity).** Let $X,Y$ be fixed matrices and $g(\Delta)$ one of $\Delta/(\Delta^2+\omega^2)$, $1/(\Delta^2+\omega^2)$, $1/[\Delta(\Delta^2+\omega^2)]$. Then $S(\mathbf q)=\sum_{vc}g(\Delta_{vc})\langle u_{v\mathbf k_-}|X|u_{c\mathbf k_+}\rangle\langle u_{c\mathbf k_+}|Y|u_{v\mathbf k_-}\rangle$ is analytic in the vector $\mathbf q$ near $0$, whatever degeneracies occur among the $v$ or among the $c$ bands.

*Proof.* Elementary integration gives $g(\Delta)=\int_0^\infty e^{-\Delta\tau}h(\tau)\,d\tau$ with $h=\cos\omega\tau$, $\sin(\omega\tau)/\omega$ and $(1-\cos\omega\tau)/\omega^2$ in the three cases; the third follows from $\omega^{-2}[1/\Delta-\Delta/(\Delta^2+\omega^2)]=1/[\Delta(\Delta^2+\omega^2)]$. At $\omega=0$ they become $1$, $\tau$ and $\tau^2/2$. With $\mu$ in the middle of the gap,
$$S=\int_0^\infty d\tau\,h(\tau)\,\mathrm{Tr}\big[P_-e^{\tau(H_--\mu)}\,X\,Q_+e^{-\tau(H_+-\mu)}\,Y\big],$$
where $P_-$ projects on the full bands at $\mathbf k_-$ and $Q_+$ on the empty bands at $\mathbf k_+$. Now $P_-e^{\tau(H_--\mu)}=\oint\frac{dz}{2\pi i}e^{\tau(z-\mu)}(z-H_-)^{-1}$ on a fixed contour around the full levels that lies in $\mathrm{Re}\,z<\mu-\delta$ for some $\delta>0$, and likewise for $Q_+$ on the other side. $H_\pm$ is a polynomial in $\mathbf q$ and the contours avoid the spectrum for small $\mathbf q$, so the resolvents are analytic on them. Both factors decay as $e^{-\delta\tau}$ uniformly in $\mathbf q$ while $h$ grows at most as $\tau^2$, so the $\tau$ integral preserves analyticity. $\square$

**Lemma 5 (block elimination).** For a Hermitian matrix with head $h$, first row $a$, first column $a^\dagger$ and invertible body $b$, one has $1/[\varepsilon^{-1}]_{00}=h-ab^{-1}a^\dagger$ and $\det\varepsilon=\det b\,(h-ab^{-1}a^\dagger)$.

*Proof.* The first column $(x_0,x)$ of the inverse solves $hx_0+ax=1$ and $a^\dagger x_0+bx=0$. The second equation gives $x=-b^{-1}a^\dagger x_0$, and the first then gives $x_0(h-ab^{-1}a^\dagger)=1$. Subtracting $ab^{-1}$ times the lower rows from the first row leaves the determinant unchanged and turns the first row into $(h-ab^{-1}a^\dagger,\,0)$. $\square$

## Proof of the theorem

*Head.* Insert $\rho_{vc}(0)=\mathbf q\cdot\mathbf p_{vc}(\mathbf q)/\Delta_{vc}$ twice in Lemma 2 and multiply by $-4\pi/q^2$:
$$\varepsilon_{00}=1+\frac{4\pi}{q^2}\frac{4}{\Omega N}\sum\frac{\Delta_{vc}}{\Delta_{vc}^2+\omega^2}\frac{|\mathbf q\cdot\mathbf p_{vc}(\mathbf q)|^2}{\Delta_{vc}^2}=1+C\sum\frac{|\hat{\mathbf q}\cdot\mathbf p_{vc}(\mathbf q)|^2}{\Delta_{vc}(\Delta_{vc}^2+\omega^2)} .$$
The factor $q^2$ from the two pair densities cancels the $1/q^2$ of the kernel exactly, at finite $q$, and leaves two unit vectors. The sum is $\hat q_a\hat q_bT_{ab}(\mathbf q)$ with $T$ of the form of Lemma 4. $T$ is Hermitian, so its imaginary part is antisymmetric and drops out against $\hat q_a\hat q_b$; the limit is $\hat{\mathbf q}\cdot A\hat{\mathbf q}$. For the order of the correction set $\mathbf q=s\hat{\mathbf q}$ with $s$ of either sign. The head is analytic in $s$, and Lemma 2 gives $\varepsilon_{00}(-\mathbf q)=\varepsilon_{00}(\mathbf q)^*=\varepsilon_{00}(\mathbf q)$, so the term linear in $s$ is absent. This is (i).

*Wings and body.* One insertion and the factor $-4\pi/(q|\mathbf q+\mathbf G|)$ give
$$\varepsilon_{0\mathbf G}=\frac{C}{|\mathbf q+\mathbf G|}\sum\frac{\hat{\mathbf q}\cdot\mathbf p_{vc}(\mathbf q)\,\rho^*_{vc}(\mathbf G)}{\Delta_{vc}^2+\omega^2},$$
since $\Delta/(\Delta^2+\omega^2)$ times $1/\Delta$ is $1/(\Delta^2+\omega^2)$. One power of $q$ cancels one power of $1/q$. The sum is analytic by Lemma 4 and $|\mathbf q+\mathbf G|^{-1}$ is analytic for $\mathbf G\ne0$, so the wing is $\hat{\mathbf q}\cdot\mathbf w_{\mathbf G}+O(q)$. Time reversal does not remove the linear term, because in Lemma 2 reversal of $\mathbf q$ relates $\mathbf G$ to $-\mathbf G$ and not to itself. The limit of $\varepsilon_{0\mathbf G}(-\mathbf q)=\varepsilon_{0,-\mathbf G}(\mathbf q)^*$ reads $-\hat{\mathbf q}\cdot\mathbf w_{\mathbf G}=\hat{\mathbf q}\cdot\mathbf w^*_{-\mathbf G}$ for all $\hat{\mathbf q}$, which is $\mathbf w_{-\mathbf G}=-\mathbf w^*_{\mathbf G}$. The body has no singular factor and tends to $B$, with $B^*_{\mathbf G\mathbf G'}=B_{-\mathbf G,-\mathbf G'}$ from the same relation. This is (ii).

*Inverse.* The body is a principal block of a matrix $\ge1$, so it is $\ge1$ and invertible. Lemma 5 with $h=\hat{\mathbf q}\cdot A\hat{\mathbf q}$, $a=\hat{\mathbf q}\cdot\mathbf w$, $b=B$ gives the limit $\hat{\mathbf q}\cdot M\hat{\mathbf q}$. Write $L=A-M$. The relation for $B$ says that conjugation equals a relabelling of rows and columns, which the inverse inherits, so
$$L_{ab}^*=\sum w^{a*}_{\mathbf G}(B^{-1})_{-\mathbf G,-\mathbf G'}w^{b}_{\mathbf G'}=\sum(-w^a_{-\mathbf G})(B^{-1})_{-\mathbf G,-\mathbf G'}(-w^{b*}_{-\mathbf G'})=L_{ab}.$$
$L$ is real, and it is Hermitian because $B^{-1}$ is, so it is symmetric. It is nonnegative because $B^{-1}>0$, which gives $M\le A$. From $\varepsilon\ge1$ follows $0<[\varepsilon^{-1}]_{00}\le1$, hence $\hat{\mathbf q}\cdot M\hat{\mathbf q}\ge1$ for every direction. For the correction, take again $\mathbf q=s\hat{\mathbf q}$. The wings are analytic in $s$ up to the factor $\mathrm{sign}(s)$, which appears squared in $ab^{-1}a^\dagger$, so $h-ab^{-1}a^\dagger$ is analytic in $s$. Conjugation and the relabelling $\mathbf G\to-\mathbf G$ leave the real number $[\varepsilon^{-1}]_{00}$ unchanged, so it is even in $s$. This is (iii).

*Energy integrand.* Lemma 5 gives $\ln\det\varepsilon=\ln\det b+\ln(h-ab^{-1}a^\dagger)$, and $\mathrm{Tr}(1-\varepsilon)=(1-h)+\mathrm{Tr}(1-b)$. Determinant and trace are analytic in $s$ and even, by the same two arguments. This is (iv). $\square$

The limit may be taken inside the frequency integral: $\varepsilon-1$ is bounded at small $\omega$ by the gap and falls as $\omega^{-2}$ uniformly in $\mathbf q$, and $|\ln x+1-x|\le(x-1)^2/2$ for $x\ge1$, so $F=O(\omega^{-4})$.

For an insulator, the head, wings and body of the symmetrized dielectric matrix, its macroscopic value and the correlation-energy integrand have now been shown to have finite limits along every direction into $\mathbf q=0$. What remains is to draw out the physical consequences, see how the result changes for nonlocal potentials, metals and sheets, and check the limits numerically on the model insulator.

Numerical values quoted here were computed with a short program.
